**Ozaki poles, their accurate range, and a tight-binding density matrix**

The program obtains the pole positions $z_p$ and residue weights $R_p$ of the Fermi-function expansion in $x=(E-\mu)/kT$ from a tridiagonal matrix of size $M=2N$. It asserts that the pole sum agrees with the directly evaluated continued fraction, and it tests the polynomial form symbolically for small $M$ and the integral remainder by quadrature. On sampled grids it asserts that the error is positive and increases with $x$. For error threshold $\varepsilon$, it compares the measured range with $2\Lambda/L-L/6$, where $\Lambda=M(M+1)$ and $L=\ln(1/\varepsilon-1)$. At $\varepsilon=10^{-8}$ the range grows from 42.83 for $N=10$ to 2793.79 for $N=80$, in units of $kT$, consistent with the asymptotic law $8N^2/L$. For a 100-site chain at 300 K, 24 poles reproduce the density matrix from diagonalization with a spectral-norm error of $2.07\times10^{-9}$. With 12 poles the band edge lies outside the accurate range, and the error rises to $5.74\times10^{-3}$, as the scalar error formula predicts.

## Check in Python

```python
"""
Ozaki's continued-fraction expansion of f(x) = 1/(1+exp(x)), x=(E-mu)/kT.
Result under test: with M = 2N and the M x M tridiagonal matrix H having
zero diagonal and H[m,m+1] = 1/(2 sqrt((2m-1)(2m+1))), eigenvalues +-b_p
and squared first eigenvector components w_p,
  f_M(x) = 1/2 - sum_p R_p [1/(x-i z_p) + 1/(x+i z_p)],
  z_p = 1/b_p,  R_p = w_p/(4 b_p^2),  p = 1..N.
The range |x| <= X with error <= eps obeys X ~ 2 Lam/L - L/6, where
Lam = M(M+1) and L = log(1/eps - 1), so that X ~ 8 N^2/L.
"""
from math import factorial
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

mp.mp.dps = 120


def poles_and_residues(n_poles):
    size = 2 * n_poles
    m = np.arange(1, size)
    off = 1 / (2 * np.sqrt((2.0 * m - 1) * (2.0 * m + 1)))
    b, vectors = eigh_tridiagonal(np.zeros(size), off)
    positive = np.arange(size - 1, n_poles - 1, -1)
    b_pos = b[positive]
    return 1 / b_pos, vectors[0, positive]**2 / (4 * b_pos**2)


def pole_sum(x, z, residue):
    return 0.5 - np.sum(2 * residue * x / (x**2 + z**2))


def continued_fraction(x, levels):
    tail = 2 * levels - 1
    for m in range(levels - 1, 0, -1):
        tail = (2 * m - 1) + (x / 2)**2 / tail
    return (x / 2) / tail


def pade_coefficients(levels):
    """Coefficients of P_M, lowest power first."""
    return [factorial(2 * levels - j)
            // (factorial(j) * factorial(levels - j))
            for j in range(levels + 1)]


def make_exact_error(levels):
    """High-precision f_M - f from the polynomial P_M."""
    coeffs = pade_coefficients(levels)[::-1]

    def error(x):
        x = mp.mpf(x)
        plus, minus = mp.polyval(coeffs, x), mp.polyval(coeffs, -x)
        growth = mp.exp(x)
        return (growth * minus - plus) / ((plus + minus) * (1 + growth))
    return error


def log_odds(eps):
    return np.log(1 / eps - 1)


def range_estimate(n_poles, eps):
    lam = 2 * n_poles * (2 * n_poles + 1)
    return 2 * lam / log_odds(eps) - log_odds(eps) / 6


# Pole sum against the continued fraction evaluated from its definition.
for n in (1, 2, 7, 24):
    z, res = poles_and_residues(n)
    for x in (-30.0, -2.0, 0.3, 5.0, 80.0, 900.0):
        direct = 0.5 - 0.5 * continued_fraction(x, 2 * n)
        assert abs(pole_sum(x, z, res) - direct) < 1e-11

# Symbolic convergents and the differential identity for the truncation.
xs = sp.symbols('x')
for levels in range(1, 6):
    poly = sum(c * xs**j for j, c in enumerate(pade_coefficients(levels)))
    mirror = poly.subs(xs, -xs)
    ratio = sp.cancel((poly - mirror) / (poly + mirror))
    assert sp.cancel(continued_fraction(xs, levels) - ratio) == 0
    if levels % 2 == 0:
        s = 2 * xs**levels / (poly + mirror)
        assert sp.cancel(sp.diff(ratio, xs)
                         - (1 - ratio**2 - s**2) / 2) == 0

# Integral remainder, by quadrature.
coeffs4 = pade_coefficients(4)[::-1]
left = mp.exp(3) * mp.polyval(coeffs4, -3) - mp.polyval(coeffs4, 3)
right = mp.quad(lambda u: (u * (3 - u))**4 * mp.exp(u), [0, 3]) / 24
assert abs(left / right - 1) < mp.mpf('1e-25')

# Error is positive and increases with x.
for levels in (2, 8, 20):
    error = make_exact_error(levels)
    values = [error(x) for x in np.geomspace(1, 1e4, 160)]
    assert values[0] > 0
    assert all(b > a for a, b in zip(values, values[1:]))

print("Small cases (poles z and residues R, dimensionless)")
for n in (1, 2):
    z, res = poles_and_residues(n)
    for p in range(n):
        print(f"N={n} p={p+1}: z={z[p]:.6f}  R={res[p]:.6f}")
z, res = poles_and_residues(1)
assert abs(z[0] - 2 * np.sqrt(3)) < 1e-12 and abs(res[0] - 1.5) < 1e-12

# Accurate range measured from the poles and from the exact polynomial.
eps = 1e-8
L = log_odds(eps)
print(f"Error threshold eps = {eps:.0e}, L = {L:.4f}")
print("Accurate range X in units of kT")
ranges = []
for n in (10, 20, 40, 80):
    z, res = poles_and_residues(n)
    lam = 2 * n * (2 * n + 1)
    measured = brentq(lambda x: pole_sum(x, z, res) - expit(-x) - eps,
                      1, 10 * lam)
    exact_error = make_exact_error(2 * n)
    for tolerance in (1e-4, 1e-8, 1e-12):
        exact = brentq(lambda x: float(exact_error(x)) - tolerance,
                       1, 10 * lam)
        assert range_estimate(n, tolerance) < exact
        if tolerance == eps:
            # Eigenvector rounding slightly shifts the measured threshold.
            assert abs(measured / exact - 1) < 1e-3
            assert abs(range_estimate(n, eps) / exact - 1) < 0.02
    ranges.append(measured)
    print(f"N={n}: X={measured:.2f}  estimate={range_estimate(n, eps):.2f}"
          f"  X/N^2={measured/n**2:.4f}")
exponents = np.log2(np.array(ranges[1:]) / np.array(ranges[:-1]))
assert abs(exponents[-1] - 2) < 0.03
assert abs(exponents[-1] - 2) < abs(exponents[0] - 2)
assert abs(ranges[-1] * L / (8 * 80**2) - 1) < 0.02
print("Growth exponents for doubled N:",
      ", ".join(f"{value:.4f}" for value in exponents))
print(f"Limiting X/N^2 = 8/L = {8/L:.4f}")

# Large-argument limit and farthest pole; z and res belong to N = 80.
for scale in (0.5, 2.0):
    limit = 1 / (1 + np.exp(2 / scale))
    assert abs(pole_sum(scale * lam, z, res) - limit) < 1e-4
assert abs(z[-1] * np.pi / (2 * lam) - 1) < 1e-3
assert abs(res[-1] * np.pi**2 / (2 * lam) - 1) < 1e-3
print(f"N=80 farthest pole: z={z[-1]:.2f}, 2Lam/pi={2*lam/np.pi:.2f}")
print(f"N=80 its residue: R={res[-1]:.2f}, "
      f"2Lam/pi^2={2*lam/np.pi**2:.2f}")

# Truncated Matsubara series, for contrast.
terms, x_test = 1000, 5.0
frequency = (2 * np.arange(1, terms + 1) - 1) * np.pi
matsubara = 0.5 - np.sum(2 * x_test / (x_test**2 + frequency**2))
matsubara_error = matsubara - expit(-x_test)
matsubara_estimate = x_test / (2 * np.pi**2 * terms)
assert abs(matsubara_error / matsubara_estimate - 1) < 1e-3
print(f"Matsubara, {terms} terms, x={x_test:.0f}: error="
      f"{matsubara_error:.4e}, estimate={matsubara_estimate:.4e}")

# Open tight-binding chain.
sites, hopping, mu, temperature = 100, -2.5, -1.0, 300.0
kT = constants.k * temperature / constants.e
hamiltonian = hopping * (np.eye(sites, k=1) + np.eye(sites, k=-1))
x_bound = (2 * abs(hopping) + abs(mu)) / kT
n_chosen = 1
while range_estimate(n_chosen, eps) < x_bound:
    n_chosen += 1
edge_error = float(make_exact_error(2 * n_chosen)(x_bound))
assert 0 < edge_error <= eps
energies, orbitals = np.linalg.eigh(hamiltonian)
occupation = expit(-(energies - mu) / kT)
rho_exact = (orbitals * occupation) @ orbitals.T


def density_matrix(n_poles):
    z, residue = poles_and_residues(n_poles)
    rho = 0.5 * np.eye(sites)
    for zp, rp in zip(z, residue):
        shifted = (mu + 1j * kT * zp) * np.eye(sites) - hamiltonian
        rho += 2 * kT * rp * np.linalg.inv(shifted).real
    return rho


rho = density_matrix(n_chosen)
norm_error = np.linalg.norm(rho - rho_exact, 2)
assert norm_error <= eps
print(f"Chain: sites={sites}, hopping={hopping:.2f} eV, mu={mu:.2f} eV")
print(f"T={temperature:.0f} K, kT={kT:.6f} eV, "
      f"spectral bound x={x_bound:.3f}")
print(f"Chosen N={n_chosen}, matrix size M={2*n_chosen}, "
      f"estimated range={range_estimate(n_chosen, eps):.2f}")
print(f"Scalar error at bound={edge_error:.3e}")
print(f"Density-matrix spectral-norm error={norm_error:.3e}")

z, res = poles_and_residues(n_chosen)
odd_pi = (2 * np.arange(1, n_chosen + 1) - 1) * np.pi
assert abs(z[0] - np.pi) < 1e-10 and abs(res[0] - 1) < 1e-10
matching = int(np.sum(abs(z / odd_pi - 1) < 1e-6))
print(f"Poles equal to (2n-1)pi within 1e-6 relative: {matching}")
for p in (0, n_chosen // 2, n_chosen - 2, n_chosen - 1):
    print(f"p={p+1}: z={z[p]:.6f}  R={res[p]:.6f}  "
          f"(2p-1)pi={odd_pi[p]:.6f}")

observables = []
for matrix in (rho, rho_exact):
    observables.append((2 * np.trace(matrix),
                        2 * np.trace(hamiltonian @ matrix),
                        2 * matrix[sites // 2 - 1, sites // 2]))
labels = ("Electrons", "Band energy (eV)", "Central bond order")
for label, approx, exact in zip(labels, *observables):
    print(f"{label}: poles={approx:.8f}, diagonalization={exact:.8f}")
assert abs(observables[0][0] - observables[1][0]) <= 2 * sites * eps

# With half the poles the band edge lies outside the accurate range.
n_half = n_chosen // 2
half_error = np.linalg.norm(density_matrix(n_half) - rho_exact, 2)
x_edge = np.max(abs(energies - mu)) / kT
predicted = float(make_exact_error(2 * n_half)(x_edge))
lam_half = 2 * n_half * (2 * n_half + 1)
simple = 1 / (1 + np.exp(2 * lam_half / x_edge))
assert abs(half_error / predicted - 1) < 1e-6
assert abs(simple / predicted - 1) < 0.05
assert half_error > 1e4 * eps
print(f"Half run: N={n_half}, range="
      f"{range_estimate(n_half, eps):.2f}, band edge x={x_edge:.3f}")
print(f"Half-run norm error={half_error:.6e}, "
      f"exact scalar error={predicted:.6e}")
print(f"Half-run limiting-formula error={simple:.6e}")
print(f"Matsubara terms needed at bound for eps: "
      f"{x_bound/(2*np.pi**2*eps):.3e}")
print("OK")
```

It prints:

```
Small cases (poles z and residues R, dimensionless)
N=1 p=1: z=3.464102  R=1.500000
N=2 p=1: z=3.142467  R=1.002338
N=2 p=2: z=13.043194  R=3.997662
Error threshold eps = 1e-08, L = 18.4207
Accurate range X in units of kT
N=10: X=42.83  estimate=42.53  X/N^2=0.4283
N=20: X=175.08  estimate=174.99  X/N^2=0.4377
N=40: X=700.51  estimate=700.49  X/N^2=0.4378
N=80: X=2793.79  estimate=2793.79  X/N^2=0.4365
Growth exponents for doubled N: 2.0312, 2.0004, 1.9957
Limiting X/N^2 = 8/L = 0.4343
N=80 farthest pole: z=16399.85, 2Lam/pi=16399.33
N=80 its residue: R=5219.90, 2Lam/pi^2=5220.07
Matsubara, 1000 terms, x=5: error=2.5330e-04, estimate=2.5330e-04
Chain: sites=100, hopping=-2.50 eV, mu=-1.00 eV
T=300 K, kT=0.025852 eV, spectral bound x=232.090
Chosen N=24, matrix size M=48, estimated range=252.30
Scalar error at bound=2.086e-09
Density-matrix spectral-norm error=2.070e-09
Poles equal to (2n-1)pi within 1e-6 relative: 12
p=1: z=3.141593  R=1.000000  (2p-1)pi=3.141593
p=13: z=78.540046  R=1.000166  (2p-1)pi=78.539816
p=23: z=500.684507  R=52.788461  (2p-1)pi=141.371669
p=24: z=1497.852255  R=476.448332  (2p-1)pi=147.654855
Electrons: poles=87.07940417, diagonalization=87.07940413
Band energy (eV): poles=-309.99706077, diagonalization=-309.99706096
Central bond order: poles=0.62300032, diagonalization=0.62300032
Half run: N=12, range=62.07, band edge x=231.997
Half-run norm error=5.744808e-03, exact scalar error=5.744808e-03
Half-run limiting-formula error=5.638488e-03
Matsubara terms needed at bound for eps: 1.176e+09
OK
```
